\section*{Steady Dishing of Metal Lines under a Linear-Spring Polishing Pad}

\section{One line in a wide oxide field}

A single metal line lies in a wide field of oxide, and a polishing pad presses on both. The metal polishes faster, so its surface sinks below the oxide. The pad must then reach further to touch the metal and presses on it less hard. This slows the metal, and the two materials can end up receding at the same rate.

The line occupies so little area that the oxide pressure stays at the applied value $P$. Let the pad act as a bed of springs with stiffness $k$ per unit area. If the metal lies a depth $d$ below the oxide, its pressure is $P-kd$. Take each recession rate as a coefficient times the local pressure, $K_m$ for metal and $K_o$ for oxide, with $S=K_m/K_o$. Equal rates require
\begin{equation}
K_m(P-kd)=K_oP
\quad\Longrightarrow\quad
d=\frac{P}{k}\left(1-\frac1S\right).
\end{equation}
The depth is finite however large $S$ is, because the metal stops being polished when $kd=P$. When the lines cover an appreciable part of the surface, the load taken off the metal raises the oxide pressure, and the density enters.

\section{Model and conventions}

Metal lines cover an area fraction $\rho$ of the surface, with $0<\rho<1$. Heights are measured toward the pad, and the dishing $d$ is the oxide height minus the metal height. Positive $d$ means recessed metal. The assumptions are as follows.
\begin{itemize}
\item Preston's law holds: the recession rates are $K_mp_m$ and $K_op_o$, where $p_m$ and $p_o$ are the local pressures. The sliding speed is fixed and contained in the coefficients.
\item The springs are independent and linear. They push but cannot pull.
\item The mean pressure $P$ is fixed, and the density is uniform over the area considered.
\item Each material is flat at its own height.
\end{itemize}

The last assumption is consistent with the others. If a spot stands $\delta$ above the mean height of its own material, its pressure is higher by $k\delta$ and it recedes faster by $Kk\delta$. Hence $d\delta/dt=-Kk\delta$, and the bump decays as $e^{-Kkt}$.

Linewidth is absent from this list: independent springs respond to the height directly below them and to nothing else.

\section{Sharing the load}

While the pad touches both materials, the oxide springs are compressed by $d$ more than the metal springs. The spring law and the load balance are
\begin{align}
p_o-p_m&=kd,\\
\rho p_m+(1-\rho)p_o&=P.
\end{align}
Inserting $p_m=p_o-kd$ in the second equation gives $p_o-\rho kd=P$. Therefore
\begin{align}
p_o&=P+\rho kd, \label{po}\\
p_m&=p_o-kd=P-(1-\rho)kd. \label{pm}
\end{align}
The metal pressure falls to zero at
\begin{equation}
d_{\rm lift}=\frac{P}{k(1-\rho)}. \label{lift}
\end{equation}
Beyond this depth the pad no longer touches the metal and these pressures do not apply.

\section{Equating the recession rates}

The dishing grows at the metal rate minus the oxide rate:
\begin{align}
\frac{dd}{dt}&=K_mp_m-K_op_o\nonumber\\
&=K_m[P-(1-\rho)kd]-K_o[P+\rho kd]\nonumber\\
&=(K_m-K_o)P-\frac{d}{\tau}, \label{ode}
\end{align}
where
\begin{equation}
\frac1\tau=k\,[K_m(1-\rho)+K_o\rho]. \label{tau}
\end{equation}
Setting the derivative to zero and dividing numerator and denominator by $K_o$ gives
\begin{equation}
\boxed{d_{\rm ss}=\frac{(S-1)P}{k\,[S(1-\rho)+\rho]}} \label{dss}
\end{equation}

The depth is steady, but the surface is not at rest. Write $D=S(1-\rho)+\rho$. The common recession rate is
\begin{align}
R&=K_o(P+\rho kd_{\rm ss})
=K_oP\,\frac{D+\rho(S-1)}{D}\nonumber\\
&=\frac{K_oPS}{D}
=\frac{P}{\rho/K_m+(1-\rho)/K_o}. \label{R}
\end{align}
The third form uses $D+\rho S-\rho=S$, and the last follows on dividing numerator and denominator by $K_oS=K_m$.

There is a shorter route to $R$. Equal rates require $p_m=R/K_m$ and $p_o=R/K_o$, and inserting these in the load balance gives the last form directly. No spring law was used. As long as the pad touches both materials, the steady pressures follow from the Preston coefficients, the density and the load; the pad law then fixes the depth that produces those pressures.

Both steady pressures are positive, so the assumed contact is consistent. In terms of depth,
\begin{equation}
\frac{d_{\rm ss}}{d_{\rm lift}}
=\frac{(S-1)(1-\rho)}{S(1-\rho)+\rho}<1,
\end{equation}
since the denominator exceeds the numerator by $\rho+(1-\rho)=1$.

\section{Reading the formula}

For $\rho\to0$ the single-line result returns. For $S=1$ there is no dishing. For $S<1$ the formula gives $d_{\rm ss}<0$: the metal protrudes.

The dependence on selectivity, with $P$, $k$ and $\rho$ fixed, is
\begin{equation}
\frac{\partial d_{\rm ss}}{\partial S}
=\frac Pk\,\frac{D-(S-1)(1-\rho)}{D^2}
=\frac{P}{kD^2}.
\end{equation}
Near $S=1$ the slope is $P/k$. At large $S$ the depth saturates at $d_{\rm lift}$, where the metal carries almost no load.

For density, $\partial D/\partial\rho=1-S$, so at fixed $P$, $k$ and $S$
\begin{equation}
\frac{\partial d_{\rm ss}}{\partial\rho}
=\frac Pk\,\frac{(S-1)^2}{D^2}\geq0 .
\end{equation}
For $S>1$, denser lines dish more under independent linear springs; the last section shows that a continuous pad layer can reverse this trend for narrow lines. By \eqref{pm}, a given depth relieves the metal by $(1-\rho)kd$, which is small when little oxide is left to take up the load. As $\rho\to1$ at fixed $S$, the depth tends to $(S-1)P/k$.

The depth is proportional to $P/k$, whereas $\tau$ does not contain $P$. For $S>1$ a lower pressure makes the final dishing shallower, but from a flat start in contact it takes just as long to reach a given fraction of it.

\section{Approach to the steady depth}

Since $(K_m-K_o)P=d_{\rm ss}/\tau$, equation \eqref{ode} reads $dd/dt=-(d-d_{\rm ss})/\tau$. For a start $d(0)=d_0$ in contact,
\begin{equation}
d(t)=d_{\rm ss}+(d_0-d_{\rm ss})e^{-t/\tau}. \label{transient}
\end{equation}

If the metal starts deeper than $d_{\rm lift}$, the oxide carries the whole load at pressure $P/(1-\rho)$ and the metal is not polished. Then
\begin{equation}
\frac{dd}{dt}=-\frac{K_oP}{1-\rho},
\end{equation}
and the recess closes at a constant rate until contact returns. In the opposite case, metal protruding so far that the oxide is untouched, the metal carries $P/\rho$ and $d$ rises at $K_mP/\rho$ until contact returns. The steady depth is thus approached from any starting depth, provided the metal lasts long enough.

The material lost on the way matters. For a flat start, the time integral of $d$ is $d_{\rm ss}[t-\tau(1-e^{-t/\tau})]$. The oxide loss is
\begin{align}
L_o(t)&=K_o\int_0^t(P+\rho kd)\,dt'\nonumber\\
&=Rt-K_o\rho kd_{\rm ss}\tau\left(1-e^{-t/\tau}\right), \label{loss}
\end{align}
where $K_o(P+\rho kd_{\rm ss})=R$ was used. The metal loss is $L_m=L_o+d$.

\section{A worked example}

Take $P=14$ kPa (2.03 psi), blanket rates of 80 nm/min for metal and 20 nm/min for oxide at this pressure, $\rho=0.5$ and $k=0.2$ kPa/nm. The lines fill trenches 500 nm deep. Then $S=4$, $P/k=70$ nm, and
\begin{equation}
d_{\rm ss}=70\ {\rm nm}\times\frac{3}{4(0.5)+0.5}=84\ {\rm nm}=0.084\ \mu{\rm m}.
\end{equation}
The pressure difference is $kd_{\rm ss}=16.8$ kPa. Half of it is added to the oxide and half taken from the metal, so $p_o=22.4$ kPa and $p_m=5.6$ kPa. Their ratio is 4, as equal rates demand. The common rate is
\begin{equation}
R=20\ {\rm nm/min}\times\frac{4}{2.5}=32\ {\rm nm/min}.
\end{equation}
The pad would leave the metal at $d_{\rm lift}=140$ nm.

Because $kK_m=80/70$ per minute and $kK_o=20/70$ per minute,
\begin{equation}
\frac1\tau=\frac{0.5(80+20)}{70}\ {\rm min^{-1}},\qquad \tau=1.4\ {\rm min}.
\end{equation}
After one minute from a flat start, $d=84(1-e^{-1/1.4})=42.9$ nm, or 51\% of the steady value. The coefficient of the last term in \eqref{loss} is 16.8 nm, so the oxide loss is $32-16.8\times0.51=23.4$ nm and the metal loss is 66.3 nm.

Reaching 95\% of the steady depth takes $\tau\ln20=4.19$ min and costs 118 nm of oxide. The metal loss is then $118+0.95\times84\approx198$ nm, about 40\% of the line. The line is gone when $L_m=500$ nm. By then the exponential is negligible, so $32t-16.8+84=500$ and $t=13.5$ min. The depth is therefore within 5\% of its steady value for the last 9.3 min, about two thirds of the line's life.

A step-by-step integration, with the pad height found at each instant from the load balance over separate surface cells, gives the same 84.00 nm at long times and 42.88 nm after one minute.

With the other inputs fixed, $d_{\rm ss}$ is 62 nm at $\rho=0.2$ and 131 nm at $\rho=0.8$. At $\rho=0.5$ it is 47 nm for $S=2$, 131 nm for $S=30$ and 137 nm for $S=100$, already close to the 140 nm limit. A line starting 200 nm deep closes at 40 nm/min and regains contact after 1.5 min.

\section{Metal removal without pressure}

Suppose the slurry also dissolves metal at a rate $c$ that does not depend on pressure. Equation \eqref{ode} gains a term $+c$, and the steady depth becomes $d_{\rm ss}+c\tau$. This must stay below $d_{\rm lift}$. From \eqref{lift} and \eqref{dss},
\begin{equation}
d_{\rm lift}-d_{\rm ss}
=\frac Pk\,\frac{D-(S-1)(1-\rho)}{(1-\rho)D}
=\frac{P}{k(1-\rho)D}.
\end{equation}
Since $\tau=1/(kK_oD)$, the condition is
\begin{equation}
c<\frac{K_oP}{1-\rho}.
\end{equation}
The right side is the oxide rate when the oxide carries all the load. If $c$ is larger, the pad loses the metal, $d$ then grows at $c-K_oP/(1-\rho)$, and no steady depth exists.

In the example the limit is 40 nm/min. An assumed etch of 2 nm/min adds $2\times1.4=2.8$ nm.

\section{A pad that stiffens}

Real pad surfaces are rough, and more of the surface comes into contact as the load rises. A simple stiffening law is
\begin{equation}
p=P\,e^{s/\lambda},\qquad \lambda=\frac Pk,
\end{equation}
where $s$ is the compression measured from the state with pressure $P$. The slope at $s=0$ is $P/\lambda=k$, so this layer matches the linear springs at the mean pressure.

The steady pressures are those found before, with $p_o/p_m=S$. The difference in compression is the dishing:
\begin{equation}
d=\lambda\ln p_o-\lambda\ln p_m=\frac Pk\ln S .
\end{equation}
For $S=4$ this is 97 nm, 15.5\% above the linear result at $\rho=0.5$. For $S=30$ it is 238 nm, against 131 nm. The exponential pressure never reaches zero, so the ceiling $d_{\rm lift}$ is absent. For a given layer $\lambda$ is fixed and the stiffness $k=P/\lambda$ rises with the load, so the depth $\lambda\ln S$ does not depend on $P$, unlike the linear result at fixed $k$.

The density has also dropped out. At $S=4$ the stiffening layer gives 97 nm for every $\rho$, which is 57\% above the linear value at $\rho=0.2$ and 26\% below it at $\rho=0.8$. The density dependence in \eqref{dss} therefore does not follow from equal recession rates alone; it depends on the pad law. Changing the density scales both steady pressures by the same factor, so the depth is free of $\rho$ at every $S$ only if the compression is logarithmic in the pressure, as it is for the exponential law. A layer whose pressure grows as the 3/2 power of its compression, matched to the same pressure and stiffness at the mean load, gives 71, 87 and 117 nm at $\rho=0.2$, 0.5 and 0.8.

\section{Deformation of the pad body}

Springs on a rigid backing know nothing of linewidth. Let them stand instead on a thick elastic body, with parallel lines repeating at pitch $\Lambda$. We need the body's response to a pressure $\hat p\cos qx$. With $z$ pointing into the body, take the stress function
\begin{equation}
\phi=\frac{\hat p}{q^2}(1+qz)e^{-qz}\cos qx ,
\end{equation}
which is biharmonic. It gives
\begin{align}
\sigma_{zz}&=\partial_x^2\phi=-\hat p(1+qz)e^{-qz}\cos qx,\\
\sigma_{xx}&=\partial_z^2\phi=-\hat p(1-qz)e^{-qz}\cos qx,
\end{align}
and the shear stress $-\partial_x\partial_z\phi$ vanishes at $z=0$, as it must without friction. In plane strain, with Young's modulus $E$ and Poisson ratio $\nu$, $E\epsilon_{zz}=(1-\nu^2)\sigma_{zz}-\nu(1+\nu)\sigma_{xx}$. The surface indentation is $-\int_0^\infty\epsilon_{zz}\,dz$. The integral of $(1+qz)e^{-qz}$ is $2/q$ and that of $(1-qz)e^{-qz}$ is zero, so
\begin{equation}
u(x)=\frac{2\hat p}{E^*q}\cos qx,\qquad E^*=\frac{E}{1-\nu^2}.
\end{equation}

Put $x=0$ at a line centre, and let $\Delta p=p_o-p_m$, $q_n=2\pi n/\Lambda$ and $s_n=\sin(n\pi\rho)$. The steady pressure is $p_o$, lowered by $\Delta p$ over the width $\rho\Lambda$, so its Fourier coefficients are
\begin{equation}
p_n=-\frac{2\Delta p}{\Lambda}\int_{-\rho\Lambda/2}^{\rho\Lambda/2}\cos q_nx\,dx
=-\frac{2\Delta p\,s_n}{n\pi}.
\end{equation}
The mean of $\cos q_nx$ over the metal is $s_n/(n\pi\rho)$. Its mean over a full period is zero, so over the oxide it is $-s_n/[n\pi(1-\rho)]$. The oxide mean minus the metal mean is $-s_n/[n\pi\rho(1-\rho)]$. Multiplying by $2p_n/(E^*q_n)$ and summing gives the added mean dishing
\begin{equation}
d_{\rm body}=\frac{2\Delta p\,\Lambda}{\pi^3E^*\rho(1-\rho)}
\sum_{n=1}^{\infty}\frac{\sin^2(n\pi\rho)}{n^3}. \label{body}
\end{equation}
It simply adds to the spring result, because the same steady pressures act on both layers. The body also curves the surface within each line, so the depths compared here are means.

For $\Lambda=100\ \mu$m, $E^*=100$ MPa and $\rho=0.5$, the sum is $1+1/27+1/125+\dots\approx1.05$, and
\begin{equation}
d_{\rm body}\approx\frac{2(16.8\ {\rm kPa})(10^5\ {\rm nm})}{\pi^3(10^5\ {\rm kPa})(0.25)}\times1.05
\approx4.6\ {\rm nm},
\end{equation}
or 5.4\% of the spring dishing. Integrating the polishing in time with springs and body coupled gives the same addition, 4.56 nm. At fixed density, load and modulus it grows in proportion to pitch and reaches 45.6 nm at 1000 $\mu$m. Neglect of linewidth is then no longer a small error.

\section{Comparison with a real polishing step}

The example lies in the rough regime of copper damascene polishing after the barrier has been cleared from the oxide. Pressures of one to a few psi and rates of tens of nanometres per minute are typical in order of magnitude. A metal-to-oxide selectivity of 4 is high for a slurry meant to remove both materials at similar rates. The stiffness $k$ is an effective value, not a measured pad property; a soft surface layer with confined modulus 10 MPa and thickness 50 $\mu$m would have it under a uniform load, since $10^4\ {\rm kPa}/(5\times10^4\ {\rm nm})=0.2$ kPa/nm. A continuous layer acts as independent springs only when the lines and the spaces between them are much wider than its thickness, which is not so for the 100 $\mu$m pitch used above. If such a layer is bonded to a rigid base, linear elasticity with the same steady pressures gives a mean dishing of about 44 nm for a Poisson ratio of 0 and 77 nm for 0.4, instead of 84 nm. At a pitch of 1 mm the corresponding values are 81 and 90 nm. For lines narrower than the layer thickness, both the size of the dishing and its trend with density change. At a fixed linewidth of 10 $\mu$m and a Poisson ratio of 0, the same layer gives about 13, 9 and 7 nm at $\rho=0.2$, 0.5 and 0.8, falling with density, whereas the springs give 62, 84 and 131 nm. Real pads break the linear-spring assumption. With the stiffening law used here and $P/k$ kept at 70 nm, the 84 nm becomes 97 nm. At $\rho=0.5$ the shift is larger for $S=30$, and at $S=4$ its size and sign depend on the density. The choice of $P/k$ matters more. If the springs stood for the contacting summits of a pad with roughness of several micrometres, $P/k$ would be of the order of a micrometre, and the formulas would give a depth beyond the 500 nm trench. The example is therefore an illustration, not a prediction for such a pad. A real step may also end early: one minute from a flat start gives about half the steady depth, while a surface already dished by the preceding copper step starts elsewhere on \eqref{transient}. Pad wear, slurry flow, rounded line edges and density variation across a chip are outside the model, and their effect is not estimated here. The numerical output that follows lists the inputs and main results of the worked example.

\section*{Computed values}
\begin{verbatim}
mean pressure P: 14.0 kPa
mean pressure P, converted: 2.03 psi
pad stiffness k: 0.20 kPa/nm
metal density rho: 0.50
blanket metal rate: 80.0 nm/min
blanket oxide rate: 20.0 nm/min
metal Preston coefficient: 5.714 nm/min/kPa
oxide Preston coefficient: 1.429 nm/min/kPa
selectivity S: 4.00
length P/k: 70.0 nm
steady dishing, formula: 84.00 nm
steady dishing, simulated: 84.00 nm
steady dishing, converted: 0.084 um
contact-loss depth: 140.0 nm
steady metal pressure: 5.60 kPa
steady oxide pressure: 22.40 kPa
common steady rate: 32.00 nm/min
time constant: 1.40 min
dishing after 1 min, formula: 42.88 nm
dishing after 1 min, simulated: 42.88 nm
shift on halving time step: 2.1e-05 nm
fraction of steady dishing after 1 min: 51.0 %
oxide loss after 1 min: 23.42 nm
metal loss after 1 min: 66.30 nm
time to 95% of steady dishing: 4.19 min
oxide loss by that time: 118.2 nm
trench depth: 500.0 nm
time until metal line is gone: 13.53 min
steady dishing at rho=0.2: 61.76 nm
steady dishing at rho=0.8: 131.25 nm
steady dishing at S=2: 46.67 nm
steady dishing at S=30: 130.97 nm
steady dishing at S=100: 137.23 nm
deep starting recess: 200.0 nm
its closing rate before contact: 40.0 nm/min
its time to regain contact: 1.50 min
assumed static metal etch: 2.0 nm/min
dishing added by static etch: 2.80 nm
static etch limit for finite dishing: 40.0 nm/min
stiffening-layer dishing at S=4: 97.04 nm
change from linear spring at S=4: 15.5 %
stiffening-layer dishing at S=30: 238.08 nm
pad body plane-strain modulus: 100.0 MPa
line pitch: 100.0 um
dishing added by pad body, series: 4.56 nm
dishing added by pad body, simulated: 4.56 nm
pad body share of spring dishing: 5.4 %
pad body addition at 1000 um pitch: 45.6 nm
\end{verbatim}
